# Operation and Storage Counts of Closed-Shell CCSD, with Benzene in cc-pVTZ: a numerical check

```python
"""Operation and storage counts of closed-shell CCSD.

Result under test: with o occupied and v virtual spatial orbitals, one residual
evaluation in the singles-dressed factorization needs o^2 v^4 (particle ladder),
4 o^3 v^3 (rings), o^3 v^3 (singles correction of the ladder), 2 o^4 v^2 (hole
ladder) and lower-order multiply-adds. The plain ladder overtakes the rings at
v/o = 4; the ladder packed in symmetric/antisymmetric pairs does so near v/o = 16.

Symbols: g[p,q,r,s] = (pq|rs), t1[i,a], t2[i,j,a,b], tau = t2 + t1 t1,
u = 2 t2 - (t2 with a,b exchanged). The code is checked by energies, and its
multiplications are counted by scalar objects that register each product.
"""
from collections import Counter
from itertools import product
import numpy as np
from pyscf import gto, scf, cc, fci, ao2mo


class Counted:
    """A number that registers each product with another such number."""
    products = 0

    def __init__(self, value):
        self.value = value

    def __add__(self, other):
        return Counted(self.value + other.value)

    def __sub__(self, other):
        return Counted(self.value - other.value)

    def __mul__(self, other):
        Counted.products += 1
        return Counted(self.value * other.value)

    def __rmul__(self, scale):          # plain scaling is not counted
        return Counted(scale * self.value)


to_counted = np.frompyfunc(Counted, 1, 1)
get_value = np.frompyfunc(lambda x: x.value, 1, 1)


def to_float(array):
    return get_value(array).astype(float) if array.dtype == object else array


work = Counter()


def contract(label, spec, A, B):
    """Pairwise contraction; executed counted products are booked on label."""
    inputs, out = spec.split("->")
    sa, sb = inputs.split(",")
    shared = [x for x in sa if x in sb]
    free = [x for x in sa + sb if x not in shared]
    before = Counted.products
    C = np.tensordot(A, B, axes=([sa.index(x) for x in shared],
                                 [sb.index(x) for x in shared]))
    work[label] += Counted.products - before
    return C.transpose([free.index(x) for x in out])


PP, RING, SL, HH, LOW = ("particle ladder", "rings", "singles ladder",
                         "hole ladder", "lower order")


def residuals(f, g, t1, t2):
    """Singles residual [a,i] and doubles residual [a,b,i,j]."""
    no = t1.shape[0]
    o, v = slice(0, no), slice(no, None)
    ovov = g[o, v, o, v]
    tau = t2 + contract(LOW, "ia,jb->ijab", t1, t1)
    u = 2 * t2 - t2.transpose(0, 1, 3, 2)

    # ladders
    half = contract(LOW, "acbj,ic->abij", g[v, v, v, o], t1)
    Wvv = (contract(PP, "acbd,ijcd->abij", g[v, v, v, v], tau) + half
           + half.transpose(1, 0, 3, 2) + g[v, o, v, o].transpose(0, 2, 1, 3))
    Wov = (contract(SL, "kcbd,ijcd->kbij", g[o, v, v, v], tau)
           + contract(LOW, "kcbj,ic->kbij", g[o, v, v, o], t1)
           + contract(LOW, "kibd,jd->kbij", g[o, o, v, v], t1)
           + g[o, o, v, o].transpose(0, 2, 1, 3))
    half = contract(LOW, "kclj,ic->klij", g[o, v, o, o], t1)
    Woo = (contract(HH, "kcld,ijcd->klij", ovov, tau) + half
           + half.transpose(1, 0, 3, 2) + g[o, o, o, o].transpose(0, 2, 1, 3))
    X = contract(LOW, "ka,kbij->abij", t1, Wov)
    doubles = (Wvv + contract(HH, "klab,klij->abij", tau, Woo)
               - X - X.transpose(1, 0, 3, 2))

    # dressed integrals for the rings
    inner = g[o, o, o, v] + contract(LOW, "kdlc,id->kilc", ovov, t1)
    J = (g[o, o, v, v] + contract(LOW, "kdac,id->kiac", g[o, v, v, v], t1)
         - contract(LOW, "kilc,la->kiac", inner, t1))
    K = (g[v, o, o, v] + contract(LOW, "adkc,id->aikc", g[v, v, o, v], t1)
         - contract(LOW, "likc,la->aikc", inner, t1))

    # rings
    Y = J - 0.5 * contract(RING, "liad,kdlc->kiac", t2, ovov)
    Z = contract(RING, "kjbc,kiac->abij", t2, Y)
    L = 2 * ovov - ovov.transpose(0, 3, 2, 1)
    M = (2 * K - J.transpose(2, 1, 0, 3)
         + 0.5 * contract(RING, "ilad,ldkc->aikc", u, L))
    R = (0.5 * contract(RING, "jkbc,aikc->abij", u, M)
         - 0.5 * Z - Z.transpose(0, 1, 3, 2))

    # dressed Fock matrix and one-index terms
    exchange = g[:, v, o, :].transpose(0, 3, 2, 1)
    F = f + contract(LOW, "pqkc,kc->pq", 2 * g[:, :, o, v] - exchange, t1)
    Foo = F[o, o] + contract(LOW, "kc,jc->kj", F[o, v], t1)
    Fvv = F[v, v] - contract(LOW, "kb,kc->bc", t1, F[o, v])
    Gvv = contract(LOW, "klbd,ldkc->bc", u, ovov)
    Goo = contract(LOW, "ljcd,kdlc->kj", u, ovov)
    R = (R + contract(LOW, "ijac,bc->abij", t2, Fvv - Gvv)
         - contract(LOW, "ikab,kj->abij", t2, Foo + Goo))
    doubles = doubles + R + R.transpose(1, 0, 3, 2)

    singles = (F[v, o] + contract(LOW, "ac,ic->ai", F[v, v], t1)
               - contract(LOW, "ka,ki->ai", t1, Foo)
               + contract(LOW, "ikac,kc->ai", u, F[o, v])
               + contract(LOW, "kicd,adkc->ai", u, g[v, v, o, v])
               - contract(LOW, "la,li->ai", t1, Goo)
               - contract(LOW, "klac,kilc->ai", u, inner))
    return singles, doubles


def packed_ladder(vvvv, tau):
    """Particle ladder from symmetric and antisymmetric pair matrices."""
    no, nv = tau.shape[0], tau.shape[2]
    direct = vvvv.transpose(0, 2, 1, 3)
    total = np.zeros((nv, nv, no, no))
    for sign, offset in ((1, 0), (-1, -1)):
        a, b = np.tril_indices(nv, offset)
        i, j = np.tril_indices(no, offset)
        V = direct[a, b] + sign * direct[a, b].transpose(0, 2, 1)
        T = tau[i, j] + sign * tau[i, j].transpose(0, 2, 1)
        weighted = np.where(a == b, 0.5, 1.0) * T[:, a, b]
        block = to_float(0.5 * np.dot(V[:, a, b], weighted.T))
        A, B = a[:, None], b[:, None]
        part = np.zeros_like(total)
        part[A, B, i, j] = block
        part[B, A, i, j] = sign * block
        part[A, B, j, i] = sign * block
        part[B, A, j, i] = block
        total += part
    return total


def derived_work(o, v):
    return {PP: o**2 * v**4, RING: 4 * o**3 * v**3, SL: o**3 * v**3,
            HH: 2 * o**4 * v**2,
            LOW: (6 * o**2 * v**3 + 9 * o**3 * v**2 + o**4 * v + o * v**3
                  + 4 * o**2 * v**2 + o**3 * v + 3 * o**2 * v + 2 * o * v**2)}


def derived_packed(o, v):
    return (o**2 * v**4 + 2 * o * v**3 + o**2 * v**2) // 4


def packed_crossing(o):
    b = 8 * o - 1 / o
    return b + np.sqrt(b * b - 1)


def derived_storage(o, v):
    P = {"oo": o * (o + 1) // 2, "ov": o * v, "vv": v * (v + 1) // 2}
    names = ("oo", "ov", "vv")
    return {(x, y): P[x] * (P[x] + 1) // 2 if x == y else P[x] * P[y]
            for n, x in enumerate(names) for y in names[n:]}


# ---- energies: the counted equations are the CCSD equations ----
def solve_ccsd(mf):
    n, no = mf.mo_coeff.shape[1], mf.mol.nelectron // 2
    g = ao2mo.restore(1, ao2mo.kernel(mf.mol, mf.mo_coeff), n)
    f = np.diag(mf.mo_energy)
    gap = mf.mo_energy[None, no:] - mf.mo_energy[:no, None]
    gap2 = gap[:, None, :, None] + gap[None, :, None, :]
    t1, t2 = np.zeros_like(gap), np.zeros_like(gap2)
    for _ in range(150):
        r1, r2 = residuals(f, g, t1, t2)
        error = max(abs(r1).max(), abs(r2).max())
        if error < 1e-10:
            break
        t1 = t1 - r1.T / gap
        t2 = t2 - r2.transpose(2, 3, 0, 1) / gap2
    assert error < 1e-10
    tau = t2 + np.einsum("ia,jb->ijab", t1, t1)
    ovov = g[:no, no:, :no, no:]
    energy = np.einsum("ijab,iajb->", tau, 2 * ovov - ovov.transpose(0, 3, 2, 1))
    return energy, tau, g[no:, no:, no:, no:]


water = gto.M(atom="O 0 0 0; H 0 0.76 0.59; H 0 -0.76 0.59",
              basis="6-31g", verbose=0)
mf = scf.RHF(water)
mf.conv_tol = 1e-12
mf.kernel()
e_water, tau_water, vvvv_water = solve_ccsd(mf)
reference = cc.CCSD(mf)
reference.conv_tol, reference.conv_tol_normt = 1e-11, 1e-8
reference.max_cycle = 100
reference.kernel()
assert abs(e_water - reference.e_corr) < 1e-7
full = np.einsum("acbd,ijcd->abij", vvvv_water, tau_water)
packed_error = abs(packed_ladder(vvvv_water, tau_water) - full).max()
assert packed_error < 1e-11

h2 = gto.M(atom="H 0 0 0; H 0 0 0.74", basis="cc-pvdz", verbose=0)
mf2 = scf.RHF(h2)
mf2.conv_tol = 1e-12
mf2.kernel()
e_h2 = solve_ccsd(mf2)[0]
e_h2_fci = fci.FCI(mf2).kernel()[0] - mf2.e_tot
assert abs(e_h2 - e_h2_fci) < 1e-7

# ---- executed multiplications against the derived polynomials ----
rng = np.random.default_rng(4)


def executed_work(no, nv):
    n = no + nv
    data = [rng.normal(size=s) for s in
            ((n, n), (n,) * 4, (no, nv), (no, no, nv, nv))]
    plain = residuals(*data)
    counted = [to_counted(x) for x in data]
    work.clear()
    result = residuals(*counted)
    booked = dict(work)
    for x, y in zip(plain, result):
        assert np.allclose(x, to_float(y), rtol=1e-9, atol=1e-9)
    before = Counted.products
    packed_ladder(counted[1][no:, no:, no:, no:], counted[3])
    return booked, Counted.products - before


executed = {}
for size in ((1, 2), (2, 1), (2, 2), (2, 3), (3, 2), (3, 3), (4, 2), (1, 5),
             (3, 5), (2, 7), (2, 8), (2, 9), (1, 13), (1, 14)):
    executed[size] = executed_work(*size)
    assert executed[size][0] == derived_work(*size), size
    assert executed[size][1] == derived_packed(*size), size

# crossovers bracketed by executed counts
assert executed[2, 7][0][PP] < executed[2, 7][0][RING]
assert executed[2, 8][0][PP] == executed[2, 8][0][RING]
assert executed[2, 9][0][PP] > executed[2, 9][0][RING]
assert executed[1, 13][1] < executed[1, 13][0][RING]
assert executed[1, 14][1] > executed[1, 14][0][RING]
assert 13 < packed_crossing(1) < 14
for no in (5, 15, 21):
    first = next(v for v in range(1, 1000)
                 if derived_packed(no, v) > derived_work(no, v)[RING])
    assert first == int(np.floor(packed_crossing(no))) + 1

# ---- distinct integrals by enumeration ----
for no, nv in ((2, 3), (3, 4)):
    distinct = set()
    for p, q, r, s in product(range(no + nv), repeat=4):
        distinct.add(tuple(sorted((tuple(sorted((p, q))), tuple(sorted((r, s)))))))
    classes = Counter(tuple(sorted("".join("o" if x < no else "v" for x in pair)
                                   for pair in key)) for key in distinct)
    assert dict(classes) == derived_storage(no, nv)

# ---- benzene ----
atoms = []
for k in range(6):
    c, s = np.cos(k * np.pi / 3), np.sin(k * np.pi / 3)
    atoms += [("C", (1.39 * c, 1.39 * s, 0)), ("H", (2.48 * c, 2.48 * s, 0))]
ratios = {}
for basis in ("cc-pvdz", "cc-pvtz", "cc-pvqz"):
    mol = gto.M(atom=atoms, basis=basis, verbose=0)
    nocc = mol.nelectron // 2
    ncore = sum(mol.atom_symbol(k) == "C" for k in range(mol.natm))
    ratios[basis] = (mol.nao, mol.nao - nocc, (mol.nao - nocc) / (nocc - ncore))
    if basis == "cc-pvtz":
        smallest = np.linalg.eigvalsh(mol.intor("int1e_ovlp")).min()
        assert smallest > 1e-7      # no function has to be discarded
nao, nv, _ = ratios["cc-pvtz"]
speed = 50e9                        # assumed sustained flop/s

print(f"water 6-31G CCSD correlation energy, this code: {e_water:.8f} hartree")
print(f"same, independent program: {reference.e_corr:.8f} hartree")
print(f"H2 cc-pVDZ correlation energy, this code: {e_h2:.8f} hartree")
print(f"same, full CI: {e_h2_fci:.8f} hartree")
print(f"packed minus full ladder, largest error: {packed_error:.1e} hartree")
for size in ((2, 7), (2, 8), (2, 9)):
    w = executed[size][0]
    print(f"executed products o,v={size}: plain ladder {w[PP]}, rings {w[RING]}")
for size in ((1, 13), (1, 14)):
    w, p = executed[size]
    print(f"executed products o,v={size}: packed ladder {p}, rings {w[RING]}")
print(f"benzene cc-pVTZ: {nao} functions, {nocc} occupied, {ncore} core, {nv} virtual")
print(f"smallest overlap eigenvalue: {smallest:.2e}")
for basis, (n, virtual, ratio) in ratios.items():
    print(f"{basis}: functions {n}, v {virtual}, frozen-core v/o {ratio:.2f}")
for title, no in (("frozen core", nocc - ncore), ("all electron", nocc)):
    w, packed = derived_work(no, nv), derived_packed(no, nv)
    total_plain = sum(w.values())
    total = total_plain - w[PP] + packed
    print(f"--- {title}: o = {no}, v = {nv}, v/o = {nv / no:.2f}")
    print(f"packed crossover at v = {packed_crossing(no):.2f}, "
          f"v/o = {packed_crossing(no) / no:.3f}")
    print(f"plain ladder: {w[PP]:.3e} multiply-adds")
    print(f"packed ladder: {packed:.3e} multiply-adds, {100 * packed / total:.1f} %")
    for name in (RING, SL, HH, LOW):
        print(f"{name}: {w[name]:.3e} multiply-adds, {100 * w[name] / total:.1f} %")
    print(f"ladder/rings: plain {w[PP] / w[RING]:.3f}, packed {packed / w[RING]:.3f}")
    print(f"packed ladder/(rings + singles ladder): {packed / (w[RING] + w[SL]):.3f}")
    print(f"total: plain {total_plain:.3e}, packed {total:.3e} multiply-adds")
    print(f"time per iteration at {speed / 1e9:.0f} GFLOP/s: plain "
          f"{2 * total_plain / speed:.1f} s, packed {2 * total / speed:.1f} s")
no = nocc - ncore
storage = derived_storage(no, nv)
print("--- frozen-core storage, 8 bytes per number, 1 GB = 1e9 bytes")
for (x, y), count in storage.items():
    print(f"({x}|{y}): {count:.3e} numbers, {8e-9 * count:.4f} GB")
print(f"all distinct integrals: {8e-9 * sum(storage.values()):.3f} GB")
print(f"(vv|vv) without symmetry: {8e-9 * nv**4:.2f} GB")
print(f"one full doubles array: {no**2 * nv**2:.3e} numbers, "
      f"{8e-9 * no**2 * nv**2:.4f} GB")
print("OK")
```

It prints:

```
water 6-31G CCSD correlation energy, this code: -0.13580097 hartree
same, independent program: -0.13580097 hartree
H2 cc-pVDZ correlation energy, this code: -0.03467440 hartree
same, full CI: -0.03467440 hartree
packed minus full ladder, largest error: 1.4e-16 hartree
executed products o,v=(2, 7): plain ladder 9604, rings 10976
executed products o,v=(2, 8): plain ladder 16384, rings 16384
executed products o,v=(2, 9): plain ladder 26244, rings 23328
executed products o,v=(1, 13): packed ladder 8281, rings 8788
executed products o,v=(1, 14): packed ladder 11025, rings 10976
benzene cc-pVTZ: 264 functions, 21 occupied, 6 core, 243 virtual
smallest overlap eigenvalue: 3.68e-05
cc-pvdz: functions 114, v 93, frozen-core v/o 6.20
cc-pvtz: functions 264, v 243, frozen-core v/o 16.20
cc-pvqz: functions 510, v 489, frozen-core v/o 32.60
--- frozen core: o = 15, v = 243, v/o = 16.20
packed crossover at v = 239.86, v/o = 15.991
plain ladder: 7.845e+11 multiply-adds
packed ladder: 1.962e+11 multiply-adds, 42.1 %
rings: 1.937e+11 multiply-adds, 41.6 %
singles ladder: 4.843e+10 multiply-adds, 10.4 %
hole ladder: 5.979e+09 multiply-adds, 1.3 %
lower order: 2.145e+10 multiply-adds, 4.6 %
ladder/rings: plain 4.050, packed 1.013
packed ladder/(rings + singles ladder): 0.810
total: plain 1.054e+12, packed 4.658e+11 multiply-adds
time per iteration at 50 GFLOP/s: plain 42.2 s, packed 18.6 s
--- all electron: o = 21, v = 243, v/o = 11.57
packed crossover at v = 335.90, v/o = 15.995
plain ladder: 1.538e+12 multiply-adds
packed ladder: 3.846e+11 multiply-adds, 34.5 %
rings: 5.315e+11 multiply-adds, 47.7 %
singles ladder: 1.329e+11 multiply-adds, 11.9 %
hole ladder: 2.297e+10 multiply-adds, 2.1 %
lower order: 4.335e+10 multiply-adds, 3.9 %
ladder/rings: plain 2.893, packed 0.724
packed ladder/(rings + singles ladder): 0.579
total: plain 2.268e+12, packed 1.115e+12 multiply-adds
time per iteration at 50 GFLOP/s: plain 90.7 s, packed 44.6 s
--- frozen-core storage, 8 bytes per number, 1 GB = 1e9 bytes
(oo|oo): 7.260e+03 numbers, 0.0001 GB
(oo|ov): 4.374e+05 numbers, 0.0035 GB
(oo|vv): 3.558e+06 numbers, 0.0285 GB
(ov|ov): 6.645e+06 numbers, 0.0532 GB
(ov|vv): 1.081e+08 numbers, 0.8645 GB
(vv|vv): 4.395e+08 numbers, 3.5157 GB
all distinct integrals: 4.465 GB
(vv|vv) without symmetry: 27.89 GB
one full doubles array: 1.329e+07 numbers, 0.1063 GB
OK
```
